# Unfolding weights of supercell states from plane waves and translations, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The weight from Bloch states and plane waves

### The decision

A defect, an alloy configuration or a frozen distortion is computed in a supercell that holds $N$ primitive cells. The calculation returns eigenstates $|Km\rangle$ labelled by a wave vector $K$ in the small Brillouin zone of the supercell, and about $N$ times as many bands as the primitive crystal has in the same energy range. To draw these results as a band structure of the underlying crystal, or to set them beside a momentum-resolved spectrum, one must decide at which primitive wave vector $k$ each state is to be plotted, and how strongly. Two further decisions follow. The first is whether a separate calculation of the primitive crystal is needed to supply reference states. The second is whether a state found to be spread over several $k$ signals a real loss of periodicity or only an arbitrary choice made by the eigenvalue solver. All three hang on one number per state and per $k$, the Popescu-Zunger unfolding weight.

Hartree atomic units are used. The states are eigenstates of a one-electron Hamiltonian $H$, such as a model or a Kohn-Sham operator, so the weight is a mean-field quantity and carries no quasiparticle residue. Spin is ignored and the inner product is the plain integral $\int\phi^*\psi$ until the final comparison.

### Two lattices and the classes of reciprocal vectors

In $d$ dimensions let the primitive vectors $a_i$ be the rows of a matrix $a$ and the supercell vectors $A_i$ the rows of $A$, with

$$A = M a,\qquad A_i=\sum_j M_{ij}a_j,\qquad M \text{ integer},\qquad N=|\det M|.$$

The cell volumes obey $\Omega=|\det A| = N\,\Omega_p$. Lattice vectors of the primitive lattice are written $r = \mu a$ and those of the supercell $R=\nu A$, with integer row vectors $\mu,\nu$. Every $R=\nu Ma$ is also an $r$.

The reciprocal bases $b$ and $B$, again stored as rows, are defined by $a\,b^T=2\pi\mathbb 1$ and $A\,B^T=2\pi\mathbb 1$. Inserting $A=Ma$ in the second relation gives $M a B^T=2\pi\mathbb 1$, hence $B^T=2\pi a^{-1}M^{-1}$. The first relation says $2\pi a^{-1}=b^T$, so $B^T=b^TM^{-1}$. Transposing,

$$B=M^{-T}b,\qquad b=M^TB, \tag{1}$$

where $M^{-T}$ is the inverse of the transpose. A primitive reciprocal vector $g=p\,b=p\,M^TB$ has integer coordinates $pM^T$ in the basis $B$, so every $g$ is also a supercell reciprocal vector $G=nB$. The inclusion is reversed relative to real space. Conversely $G=nB=nM^{-T}b$, so

$$G=nB\ \text{ is a } g \iff nM^{-T}\ \text{is an integer vector}. \tag{2}$$

The transpose in (2) can matter only when $M$ is not symmetric. It changes the criterion when the rows of $M$ and the rows of $M^T$ generate different integer lattices, as in the two-dimensional example of Part II.

Two vectors $G,G'$ are put in the same class when $G-G'$ is a $g$. Each class is a shifted copy $G_j+\{g\}$ of the primitive reciprocal lattice, and different classes have no point in common. The number of classes follows from densities. The cell of $\{G\}$ has volume $|\det B|=(2\pi)^d/\Omega$, so these points have density $\Omega/(2\pi)^d$. Each class has density $\Omega_p/(2\pi)^d$. The classes together make up all $G$, so their number is $\Omega/\Omega_p=N$. With one representative $G_j$ per class, $j=0,\dots,N-1$ and $G_0=0$, every $G$ is $G_j+g$ for exactly one $j$ and one $g$. The wave vectors

$$k_j=K+G_j \tag{3}$$

are the $N$ primitive wave vectors, distinct modulo $g$, that fold onto $K$.

### Definition and selection rule

To speak of overlaps between states with different wave vectors, take a Born-von Kármán region of $L$ supercells along each $A_i$, with volume $\mathcal V=L^d\Omega$ and periodic boundary conditions. The allowed wave vectors are $q=nB/L$, and the plane waves $\langle x|q\rangle=\mathcal V^{-1/2}e^{iq\cdot x}$ obey $\langle q|q'\rangle=\delta_{qq'}$. Both $K$ and $k$ are taken on this mesh, which becomes dense as $L$ grows.

A supercell eigenstate is $e^{iK\cdot x}$ times a function with the period of the supercell, whose Fourier series runs over $G$:

$$|Km\rangle=\sum_G C_{Km}(G)\,|K+G\rangle,\qquad \sum_G|C_{Km}(G)|^2=1. \tag{4}$$

Choose a reference Hamiltonian $H_0$ with the period of the primitive lattice. Its Bloch states are

$$|kn\rangle=\sum_g c_{kn}(g)\,|k+g\rangle. \tag{5}$$

The unfolding weight is defined as the probability of finding $|Km\rangle$ in any primitive Bloch state with wave vector $k$:

$$P_{Km}(k)=\sum_n|\langle kn|Km\rangle|^2, \tag{6}$$

with $n$ running over all bands. From (4), (5) and the orthogonality of plane waves,

$$\langle kn|Km\rangle=\sum_{g}\sum_G c^*_{kn}(g)\,C_{Km}(G)\,\delta_{k+g,\,K+G}. \tag{7}$$

The Kronecker symbol requires $G=k-K+g$. If $k-K$ is not a supercell reciprocal vector, then $k-K+g$ is not one either, because $g$ is one, and every term vanishes. The weight is therefore zero unless $k$ is one of the points (3) modulo $g$. When it is, the sum over $G$ picks one term for each $g$:

$$\langle kn|Km\rangle=\sum_g c^*_{kn}(g)\,C_{Km}(k-K+g). \tag{8}$$

The result no longer contains $L$. For two functions with the same $K$ the integrand $\phi^*\psi$ has the period of the supercell, so the overlap may equally be evaluated on one supercell with both functions normalized there.

### Completeness removes the reference states

At fixed $k$, $H_0$ is a Hermitian operator on the space spanned by the plane waves $|k+g\rangle$, and its eigenvectors form a complete orthonormal basis of that space. The array $c_{kn}(g)$ is then a unitary matrix in the indices $n,g$, and besides orthonormality of the bands it satisfies

$$\sum_n c_{kn}(g')\,c^*_{kn}(g)=\delta_{gg'}. \tag{9}$$

Write the squared modulus of (8) as the product of (8) and its conjugate, with summation index $g'$ in the conjugate, and exchange the order of the sums:

$$P_{Km}(k)=\sum_{g,g'}C^*_{Km}(k-K+g')\,C_{Km}(k-K+g)\sum_n c_{kn}(g')\,c^*_{kn}(g).$$

Equation (9) collapses the double sum:

$$P_{Km}(k)=\sum_g|C_{Km}(k-K+g)|^2. \tag{10}$$

The weight at $k_j$ is the squared norm of the coefficients on those plane waves $K+G$ that equal $k_j$ modulo a primitive reciprocal vector, which are the $G$ of class $j$. In operator form, (5) and (9) give

$$\Pi_k\equiv\sum_n|kn\rangle\langle kn|=\sum_{g,g'}|k+g'\rangle\Big[\sum_n c_{kn}(g')c^*_{kn}(g)\Big]\langle k+g|=\sum_g|k+g\rangle\langle k+g|, \tag{11}$$

and $P_{Km}(k)=\langle Km|\Pi_k|Km\rangle$.

No coefficient $c_{kn}$ survives, so the weight does not depend on $H_0$ and no primitive calculation is needed. By (2) the sorting into classes uses only the integers $n$ and the matrix $M$. If the supercell vectors have relaxed, the reference lattice is understood as $a=M^{-1}A$. Moving all atoms by a vector $\tau$ turns $\psi(x)$ into $\psi(x-\tau)$ and multiplies $C(G)$ by $e^{-i(K+G)\cdot\tau}$, which leaves $|C|^2$ unchanged, so the weight does not depend on the origin. Replacing $k$ by $k+g_0$ only relabels the sum in (10), so $P$ is periodic in the primitive reciprocal lattice.

Equation (9) holds only for the complete set of bands. If the sum in (6) is cut off after a few bands, non-negative terms are dropped, and the truncated sum is a lower bound on (10) that does depend on $H_0$. With a plane-wave cutoff, (10) remains exact for the truncated state provided the reference basis at $k$ contains every plane wave of the class that the supercell basis contains.

### Sum rules

Each $G$ lies in exactly one class, so summing (10) over the classes rebuilds the full norm in (4):

$$\sum_{j=0}^{N-1}P_{Km}(k_j)=\sum_j\sum_g|C_{Km}(G_j+g)|^2=\sum_G|C_{Km}(G)|^2=1. \tag{12}$$

Every term is non-negative, so $0\le P\le1$. The weights of one state form a probability distribution over the $N$ folded points. For $N=1$ there is a single class and $P=1$.

A second rule holds for the sum over states at fixed $k_j$. In a finite basis of plane waves the matrix $C_{Km}(G)$ is unitary, so $\sum_m|C_{Km}(G)|^2=1$ for each $G$ in the basis, and

$$\sum_mP_{Km}(k_j)=\sum_{G\in\text{class } j}\ \sum_m|C_{Km}(G)|^2=n_j, \tag{13}$$

where $n_j$ is the number of basis plane waves in class $j$. It equals the number of bands that a primitive calculation at $k_j$ has with the same cutoff, and it grows without limit as the cutoff is raised. The unfolded spectral function

$$A(k_j,E)=\sum_mP_{Km}(k_j)\,\delta(E-E_{Km}) \tag{14}$$

therefore integrates to $n_j$ over all energies. Over a finite energy window the integrals at the $N$ points still add up to the number of states in the window, by (12), but the integral at a single $k_j$ need not be an integer once the primitive period is broken. If $Q$ projects on the states in the window, the integral is $\mathrm{Tr}(Q\Pi_{k_j})=\sum_n\langle k_jn|Q|k_jn\rangle$. Each term lies between 0 and 1, and nothing forces the total to be an integer.

### The perfect crystal: block structure

Let the supercell contain a perfect crystal with a local potential, $H=-\tfrac12\nabla^2+V(x)$ with $V(x+r)=V(x)$. Such a potential has a Fourier series $V=\sum_gV_g\,e^{ig\cdot x}$. The same function has a Fourier series on the supercell, $\sum_GV_G\,e^{iG\cdot x}$, and Fourier coefficients are unique, so $V_G=0$ unless $G$ is a $g$. The matrix of $H$ at $K$ is

$$H_{GG'}=\tfrac12|K+G|^2\delta_{GG'}+V_{G-G'}, \tag{15}$$

and it vanishes unless $G$ and $G'$ belong to the same class. Ordered by class, the matrix is block diagonal. With $G=G_j+g$ and $G'=G_j+g'$, block $j$ has elements $\tfrac12|k_j+g|^2\delta_{gg'}+V_{g-g'}$, which is the primitive Hamiltonian at $k_j$. The spectrum at $K$ is the union of the primitive spectra at the $N$ points $k_j$. This is band folding. Deleting rows and columns does not create elements between classes, so the block structure holds for any truncated set of plane waves, converged or not.

Split an eigenvector into its class parts $C^{(j)}$. Because the blocks do not couple, $HC=EC$ separates into $H^{(j)}C^{(j)}=E\,C^{(j)}$ for each $j$. Suppose two parts $C^{(j)}$ and $C^{(j')}$ are both nonzero. Padded with zeros, each is by itself an eigenvector of the full matrix with eigenvalue $E$, and the two are orthogonal because they have no plane wave in common. Then $E$ is degenerate at $K$. Turning this round, if $E_{Km}$ is nondegenerate among the states at the same $K$, only one part is nonzero, and by (12) it holds the whole norm:

$$P_{Km}(k_j)=\delta_{j,j_0}\quad\text{for one } j_0. \tag{16}$$

Degeneracy with a state at another $K$ plays no part, since the argument never leaves the matrix (15).

For a level of degeneracy $D$ at $K$, let $\nu_j$ be the number of primitive bands at $k_j$ with that energy, so that $\sum_j\nu_j=D$. The primitive states $|s\rangle=|k_jn\rangle$ of the level are one orthonormal basis. Any other is $|\psi_\mu\rangle=\sum_sU_{\mu s}|s\rangle$ with $U$ unitary, and it is an equally valid output of a solver. The operator (11) keeps the states $s$ of class $j$ and removes the others, so

$$P_\mu(k_j)=\sum_{s\in j}|U_{\mu s}|^2,\qquad \sum_{\mu=1}^DP_\mu(k_j)=\sum_{s\in j}\sum_\mu|U_{\mu s}|^2=\nu_j. \tag{17}$$

For two states from different classes, $\psi=\cos\theta\,|s\rangle+\sin\theta\,|s'\rangle$ has weights $\cos^2\theta$ and $\sin^2\theta$ for any $\theta$. Individual weights in such a level have no meaning, while their sum is an integer. Since all members share one energy, only the sum enters (14), and $A(k,E)$ is exactly the primitive band structure. If all members come from one class the weights stay 0 or 1, so nondegeneracy is sufficient for (16) but not necessary.

### Worked example: sorting coefficients

Take a one-dimensional model with round parameters: $a=2\pi$ bohr, so that $b=1$ bohr$^{-1}$; $M=N=3$, so that $B=1/3$ bohr$^{-1}$; and

$$V(x)=2V_1\cos x+2W\cos(x/3),\qquad V_1=-0.1\ \text{Ha}.$$

The first term has the primitive period and the second only the period of the supercell. Since $2\cos(qx)=e^{iqx}+e^{-iqx}$, the matrix (15) for $G=n/3$ is

$$H_{nn'}=\tfrac12\left(K+\tfrac n3\right)^2\delta_{nn'}+V_1\,\delta_{|n-n'|,3}+W\,\delta_{|n-n'|,1}.$$

By (2), $G$ is a $g$ when $n/3$ is an integer, so the class is $n \bmod 3$. The $V_1$ term stays within a class and the $W$ term changes it. At $K=0.1$ bohr$^{-1}$ the folded points, in bohr$^{-1}$, are $k_0=0.1$, $k_1=0.1+1/3=0.433333$ and $k_2=0.1+2/3-1=-0.233333$. The supercell matrix is diagonalized numerically with the 61 plane waves $n=-30,\dots,30$, and the primitive matrices with the 25 plane waves $k+p$, $p=-12,\dots,12$.

The two lowest primitive bands, in hartree, are $-0.033838$ and $0.419069$ at $k_0$, $0.012481$ and $0.221807$ at $k_1$, and $-0.018371$ and $0.317739$ at $k_2$. For $W=0$ the four lowest supercell energies are $-0.033838$, $-0.018371$, $0.012481$ and $0.221807$, which is the sorted union of these lists. The levels are nondegenerate, and their weights on $(k_0,k_1,k_2)$ are $(1,0,0)$, $(0,0,1)$, $(0,1,0)$ and $(0,1,0)$, as (16) requires.

Now set $W=0.01$ Ha. For the lowest state the squared coefficients with $|n|\le5$, added class by class, are

- class 0, $n=-3,0,3$: $0.040886+0.771328+0.019392=0.831606$;
- class 1, $n=-5,-2,1,4$: $0.000008+0.001635+0.009074+0.000104=0.010821$;
- class 2, $n=-4,-1,2,5$: $0.002475+0.141342+0.013538+0.000053=0.157408$.

Including all 61 coefficients raises the sums to $0.831767$, $0.010822$ and $0.157412$, whose total is 1 within the rounding of the last digit. The coefficient at $n=0$ alone, $0.771$, is not the weight at $k_0$: the coefficients at $n=\pm3$ describe the modulation of the Bloch function inside a primitive cell and belong to the same $k_0$. The four lowest states are:

| state | $E$ (Ha) | $E$ (eV) | $P(k_0)$ | $P(k_1)$ | $P(k_2)$ |
|---|---|---|---|---|---|
| 0 | $-0.039245$ | $-1.0679$ | 0.8318 | 0.0108 | 0.1574 |
| 1 | $-0.017754$ | $-0.4831$ | 0.1180 | 0.1155 | 0.7666 |
| 2 | $0.016904$ | $0.4600$ | 0.0502 | 0.8740 | 0.0758 |
| 3 | $0.220922$ | $6.0116$ | 0.0023 | 0.9904 | 0.0073 |

Each state keeps most of its weight at the point where it lay for $W=0$, so the primitive bands remain recognizable in (14), with weaker copies at the other two points.

The definition (6) can be evaluated directly, with the $W=0$ crystal as reference and the overlaps computed as averages over 192 equally spaced points of the supercell, a rule that is exact for these finite Fourier sums. The lowest band alone gives $0.831766$, $0.010306$ and $0.157371$ for state 0. These lie below the full weights by $0.000001$, $0.000516$ and $0.000041$, the parts carried by higher bands. At $k_1$ the missing part is about 5 % of the weight there.

Summed over all 61 states the weights are $21$, $20$ and $20$, the numbers of integers in $-30,\dots,30$ with remainders 0, 1 and 2, in accord with (13). Summed over the three states that descend from the lowest band they are $0.999881$, $1.000324$ and $0.999795$. The total is 3, by (12) applied three times, but the separate sums are not 1, and one of them exceeds 1. In $\mathrm{Tr}(Q\Pi_{k_j})$ the term of the lowest band cannot exceed 1, so the excess at $k_1$ must come from higher bands at $k_1$. Of the three points, $k_1$ is also where state 0 has its largest higher-band part, $0.000516$.

## Part II. The weight from primitive translations

### Symbols and results carried over

The supercell is $A=Ma$ with $N=|\det M|$; $r$ and $R$ are primitive and supercell lattice vectors, $g$ and $G$ their reciprocal vectors, with $e^{ig\cdot r}=1$ and $e^{iG\cdot R}=1$. Every $R$ is an $r$ and every $g$ is a $G$. The $G$ fall into $N$ classes modulo $g$ with representatives $G_j$, and $k_j=K+G_j$. The weight is defined by (6), $P_{Km}(k)=\sum_n|\langle kn|Km\rangle|^2$. Part I found (10), $P=\sum_g|C_{Km}(k-K+g)|^2$, the sum rule (12), the values 0 or 1 in (16) and the level sum (17). The model is $V=2V_1\cos x+2W\cos(x/3)$ with $a=2\pi$ bohr, $N=3$, $V_1=-0.1$ Ha, and $k_0,k_1,k_2=0.1,\ 0.433333,\ -0.233333$ bohr$^{-1}$ at $K=0.1$ bohr$^{-1}$. Of the general results, only the lattice facts and the definition are used in the derivation below.

### Two sums over phases

The primitive vectors $r$ fall into classes modulo $R$. The densities of the two lattices are $1/\Omega_p$ and $1/\Omega$, so there are again $N$ classes, with representatives $r_l$, $l=0,\dots,N-1$, $r_0=0$. One may picture them as the origins of the primitive cells inside one supercell.

Consider $S(G)=\sum_le^{iG\cdot r_l}$. Changing $r_l$ by an $R$ does not alter a term, so $S$ depends only on the classes. Adding a fixed primitive basis vector $a_i$ to every $r_l$ sends distinct classes to distinct classes, so it only permutes them, and

$$e^{iG\cdot a_i}S(G)=\sum_le^{iG\cdot(r_l+a_i)}=S(G).$$

If $G$ is not a $g$, then $G\cdot a_i/2\pi$, its $i$-th coordinate in the basis $b$, is not an integer for some $i$; the prefactor differs from 1 and $S=0$. If $G$ is a $g$, every term is 1. Thus

$$\frac1N\sum_le^{iG\cdot r_l}=\begin{cases}1,&G\in\{g\}\\0,&\text{otherwise.}\end{cases} \tag{18}$$

The dual sum $S'(r)=\sum_je^{-iG_j\cdot r}$, for a primitive vector $r$, is treated alike. Changing $G_j$ by a $g$ alters nothing, adding $B_i$ to every $G_j$ permutes the classes, and so $e^{-iB_i\cdot r}S'=S'$. If $r$ is not an $R$, its coordinate $B_i\cdot r/2\pi$ in the basis $A$ is not an integer for some $i$, and $S'=0$. Hence

$$\frac1N\sum_je^{-iG_j\cdot r}=\begin{cases}1,&r\in\{R\}\\0,&\text{otherwise.}\end{cases} \tag{19}$$

The weight has been reduced to a sum of squared plane-wave coefficients that needs no reference states, with its sum rules and perfect-crystal values established, and the two phase sums over lattice classes are now in hand. It remains to build the projector from primitive translations, recover these results from it, and examine time reversal, weak breaking of the period, a non-symmetric supercell and the assumptions of each derivation.
